# Depolarization Field of a Ferroelectric on a Depleted Oxide Channel

## What dimensions and symmetry fix

A ferroelectric of thickness $t_F$ lies between a metal gate and an oxide semiconductor of thickness $t_S$, which is backed by a second metal. The gate and back metal have equal work functions and are joined, and the semiconductor holds no charge. The ferroelectric has polarization of magnitude $p$, normal to the layers. Apart from this polarization, the layers respond linearly, with relative permittivities $\varepsilon_F$ and $\varepsilon_S$.

Since $p$ is then the sole source of field, the ferroelectric field $E$ is proportional to $p$. The ratio $p/\varepsilon_0$ is already a field, and the two thicknesses can enter only through their ratio:

$$E=\frac{p}{\varepsilon_0}\,f\!\left(\frac{t_F}{t_S},\varepsilon_F,\varepsilon_S\right).$$

Reversing the polarization reverses the field. Making both layers twice as thick leaves it unchanged. Ionized donors break both properties: their charge keeps its sign when $p$ is reversed, and their charge per area grows with thickness.

Electrostatics supplies $f$. It does not supply $p$, which is the polarization that survives in this stack. The remanent polarization $P_r$ of a loop measured between two metal plates is a different quantity, and in the example below a much larger one.

## Conventions and assumptions

The $z$ axis points from gate to channel, and fields are positive along it. An n-type channel is depleted when the polarization points towards the gate, $P_z=-p$ with $p>0$. Negative bound charge then faces the channel and repels its electrons. A positive $E$ opposes this polarization and is therefore a depolarization field.

The channel has a uniform density $N$ of ionized donors of charge $q$. The assumptions are:

- the back electrode is an equipotential plane;
- the channel is fully depleted;
- no free or trapped charge sits at the interface;
- the polarization may be replaced by its lateral average.

Let $V$ be the electrostatic potential of the gate minus that of the back electrode. With applied gate voltage $V_G$, work functions $\Phi_g$ and $\Phi_b$, and no interface dipoles, $V=V_G-(\Phi_g-\Phi_b)/q$. The minus sign arises because, at equal Fermi levels, the metal with the larger work function has the lower electrostatic potential.

## The field

In the ferroelectric the displacement is $D=\varepsilon_0\varepsilon_F E-p$. It is continuous at the interface, where there is no free charge. Inside the channel, at depth $x$ below the interface, Gauss's law reads $dD/dx=qN$, so

$$D(x)=\varepsilon_0\varepsilon_F E-p+qNx. \tag{1}$$

The channel field is $D/(\varepsilon_0\varepsilon_S)$. Integrating the field from gate to back electrode gives $V$:

$$E\,t_F+\frac{(\varepsilon_0\varepsilon_F E-p)\,t_S+\tfrac12 qN t_S^2}{\varepsilon_0\varepsilon_S}=V .$$

Multiply by $\varepsilon_0\varepsilon_S/t_S$ and collect the terms in $E$ on the left:

$$\varepsilon_0\!\left(\varepsilon_F+\varepsilon_S\frac{t_F}{t_S}\right)E=p-\tfrac12 qNt_S+\frac{\varepsilon_0\varepsilon_S V}{t_S}.$$

Hence

$$E=\frac{p-\tfrac12 qNt_S+\varepsilon_0\varepsilon_S V/t_S}{K},\qquad K=\varepsilon_0\!\left(\varepsilon_F+\varepsilon_S\frac{t_F}{t_S}\right). \tag{2}$$

For $V=0$ and $qNt_S\ll p$ this becomes $E=p/K$, which has the form found at the start.

**Capacitances.** Let $C_F=\varepsilon_0\varepsilon_F/t_F$ and $C_S=\varepsilon_0\varepsilon_S/t_S$ be the capacitances per area. Then $K=t_F(C_F+C_S)$, and for $V=0$ without donors $E\,t_F=p/(C_F+C_S)$. Seen from the interface, both layers lead to the same potential, so their capacitances add. At $V=0$ the potential drops across the two layers are equal and opposite.

**Donors.** A sheet of charge $s$ at depth $x$ raises $D$ between $x$ and $t_S$. It therefore adds $s(t_S-x)$ to $\int D\,dx$, whereas the same charge at the interface would add $s\,t_S$. Its weight is $1-x/t_S$, whose average over the film is one half.

**Interface charge.** A trapped charge $\sigma$ per area at the interface has weight one. It changes $p$ to $p-\sigma$ in (2).

**Limits.** For $V=0$ and $N=0$, a thin channel with $\varepsilon_F t_S\ll\varepsilon_S t_F$ gives $E\approx p\,t_S/(\varepsilon_0\varepsilon_S t_F)$. This vanishes with $t_S$, because the back metal then screens the bound charge at close range. A thick channel gives $E\to p/(\varepsilon_0\varepsilon_F)$, the field of an unscreened film.

## When the channel is not fully depleted

With $V=0$ and a back contact that leaves the adjoining semiconductor neutral, full depletion requires $D(t_S)\le 0$. If $D$ changed sign inside the film, the potential would have a maximum there, and electrons would gather at it and neutralize the donors.

At the threshold $D(t_S)=0$, equation (1) gives $D(x)=-qN(t_S-x)$. The drop across the channel has magnitude $qNt_S^2/(2\varepsilon_0\varepsilon_S)$ and must equal $E\,t_F$. Equation (1) at $x=0$ also gives $p=\varepsilon_0\varepsilon_F E+qNt_S$. Eliminating $E$, full depletion requires

$$p\ \ge\ qNt_S\left(1+\frac{\varepsilon_F t_S}{2\varepsilon_S t_F}\right). \tag{3}$$

For smaller $p$ the depletion stops at a width $w<t_S$. The same argument holds with $w$ in place of $t_S$ and with equality. Writing $a=\varepsilon_S t_F/\varepsilon_F$,

$$\frac{w^2}{2a}+w-\frac{p}{qN}=0,\qquad w=a\left[\sqrt{1+\frac{2p}{a\,qN}}-1\right],\qquad E=\frac{p-qNw}{\varepsilon_0\varepsilon_F}.$$

The positive root is taken because $w$ is a width. The film thickness has dropped out, so in this regime a formula containing $t_S$ is wrong. For heavy doping, $p\ll a\,qN$, the width tends to $p/(qN)$. Then $E\,t_F=qNw^2/(2\varepsilon_0\varepsilon_S)$ gives $E\approx p^2/(2\varepsilon_0\varepsilon_S\,qN\,t_F)$, which is quadratic in $p$. This limit also requires the drop $E\,t_F$ to stay far above the thermal voltage $k_BT/q$ and, in a degenerate channel, far above the height of the Fermi level over the conduction edge divided by $q$. When the drop is comparable to $k_BT/q$ or smaller, mobile electrons blur the depletion edge and the field is larger than this estimate. With the layers of the example below, $a=4$ nm, and $p=3$ µC/cm² needs $N$ well above $5\times10^{19}$ cm$^{-3}$. This is far beyond the band density of states of roughly $5\times10^{18}$ cm$^{-3}$, so the channel is degenerate and the quadratic law fails. For $p=10$ µC/cm² and $N=8\times10^{20}$ cm$^{-3}$ the estimated drop is 14 $k_BT/q$, yet Fermi-Dirac electrons in a parabolic band give 0.60 MV/cm instead of 0.37 MV/cm, with a field nearly linear in $p$.

This sharp-edged picture was tested against a numerical Poisson solution with mobile electrons. The case was a 60 nm film with $N=5\times10^{18}$ cm$^{-3}$, $p=3.0$ µC/cm², and the ferroelectric and permittivities of the example below. The width is 13.8 nm. The formula gives 0.714 MV/cm and the Poisson solution 0.720 MV/cm, a difference of 0.8 % of the field. That solution uses Boltzmann statistics. At this doping, close to the band density of states, Fermi-Dirac statistics give 0.721 MV/cm and a difference of 1.0 %.

## Which polarization survives

Equation (2) at $V=0$ is a straight line, $p=KE+\tfrac12qNt_S$. The material gives a second relation. After saturation towards the gate, a rising field takes the polarization along the ascending branch of the loop, modelled as

$$P_{\rm up}(E)=P_s\tanh\frac{E-E_c}{2\delta},\qquad \delta=\frac{E_c}{2\,\mathrm{artanh}(P_r/P_s)} .$$

Here $P_s$ is the saturation polarization and $E_c$ the coercive field. The value of $\delta$ makes $P_{\rm up}(0)=-P_r$. Setting $p=-P_{\rm up}(E)$ in the line gives

$$g(E)\equiv KE+\tfrac12qNt_S+P_{\rm up}(E)=0. \tag{4}$$

The function $g$ increases with $E$. It is negative at $E=0$ if $P_r>\tfrac12qNt_S$, and positive at $E_c$, where $P_{\rm up}=0$. There is thus one root $E^*$, and it lies between zero and $E_c$. The corresponding polarization $p^*$ obeys

$$p^*<KE_c+\tfrac12qNt_S. \tag{5}$$

An incomplete erase cannot leave more than $p^*$ if the film consists of independent two-state units that all feel the average field. Each unit switches up at a field $a_i$ and down at a lower field $b_i$. When the history ends at $E$, every unit with $a_i<E$ is up, whatever happened before. On the ascending branch these are the only units that are up, so $P(E)\ge P_{\rm up}(E)$ for any history. With $p=-P$, a fully depleted end state then satisfies $KE+\tfrac12qNt_S\le -P_{\rm up}(E)$, or $g(E)\le0$. Hence $E\le E^*$ and $p\le p^*$. A partly depleted end state has $p$ below threshold (3), which in the example is itself below $p^*$.

## Worked example

The parameters are rough typical values for hafnium-zirconium oxide on indium-gallium-zinc oxide: $t_F=10$ nm, $t_S=20$ nm, $\varepsilon_F=30$, $\varepsilon_S=12$, $P_r=20$ µC/cm², $P_s=22$ µC/cm², $E_c=1$ MV/cm and $N=10^{18}$ cm$^{-3}$. The two metals have equal work functions and $V=0$.

The effective permittivity is $30+12\times10/20=36$, so $K=3.188$ µC/cm² per MV/cm. The donor charge is $qNt_S=0.320$ µC/cm², half of which enters the field.

**Inserting the loop value.** If $P_r$ survived, the field would be $(20-0.16)/3.188=6.22$ MV/cm. This is about six times the coercive field, so the loop itself rules the state out. The drop across the channel would be 6.22 V, while the band gap is roughly 3.1 eV. In equilibrium the valence edge at the interface would lie above the Fermi level, and the channel could not be free of holes.

**The consistent state.** Equation (4) gives $E^*=0.908$ MV/cm. The line then gives $p^*=3.188\times0.908+0.160=3.05$ µC/cm². With $\delta=0.328$ MV/cm, the branch gives $22\tanh(0.092/0.656)\approx3.07$ µC/cm², which agrees within the rounding of the inputs. About 15 % of $P_r$ survives, and (5) sets the ceiling at 3.35 µC/cm².

The drop in each layer is 0.908 V. The channel field points towards the gate and falls from 0.605 MV/cm at the interface to 0.303 MV/cm at the back. Its mean, 0.454 MV/cm, times 20 nm returns 0.908 V. Condition (3) asks for 1.12 µC/cm² and is met. At this fixed $p$, full depletion would end at $N=2.7\times10^{18}$ cm$^{-3}$.

**Channel thickness.** With all else fixed, the results are:

| $t_S$ (nm) | $p^*$ (µC/cm²) | $E^*$ (MV/cm) |
|---|---|---|
| 5 | 4.21 | 0.873 |
| 10 | 3.42 | 0.897 |
| 20 | 3.05 | 0.908 |

The polarization changes much more than the field. Near $E_c$ the branch has slope $P_s/(2\delta)\approx33.5$ µC/cm² per MV/cm, about ten times $K$ at 20 nm. A small change of field therefore accommodates a large change of polarization. A thinner channel raises $K$, so more polarization is held at nearly the same field.

Setting $P_r=KE_c$ without donors defines a length scale,

$$t^*=\frac{\varepsilon_S t_F}{P_r/(\varepsilon_0E_c)-\varepsilon_F}=0.61\ \text{nm}.$$

At this thickness the full loop value would produce a field equal to $E_c$. So thin a layer is hardly described by a bulk permittivity, and $t^*$ serves as a scale rather than a design value.

**Erasing.** To hold $P_r$ at zero ferroelectric field, (2) requires $V=-t_S(P_r-\tfrac12qNt_S)/(\varepsilon_0\varepsilon_S)=-37.3$ V. The mean field in the depleted channel would be 18.7 MV/cm. Saturation is therefore out of reach while the channel stays depleted, and $p^*$ must be read as an upper limit, not as the result of a given erase pulse.

## What the model leaves out

**Small corrections.** Solving (4) with the Poisson solution in place of the line leaves $p^*$ at 3.05 µC/cm², both at 300 K and at 358 K. Mobile electrons therefore hardly matter here. In that comparison the loop was kept fixed; a coercive field lower by 20 %, with $\delta$ reduced in proportion, gives 2.52 µC/cm² and 0.740 MV/cm.

The next values hold $p$ at 3.05 µC/cm² and are to be compared with 0.908 MV/cm:

- A dead layer of 1 nm with permittivity 10, between ferroelectric and channel, gives 0.920 MV/cm.
- Interface traps of $10^{12}$ cm$^{-2}$ eV$^{-1}$, emptied over the band bending of 0.908 eV found above, hold 0.146 µC/cm² of positive charge and give 0.863 MV/cm. The slight loss of trap charge as the bending falls is neglected.
- A gate work function 0.5 eV above that of the back metal gives 0.825 MV/cm.

**No back electrode.** If no field leaves the rear of the channel and the electrons have drained to side contacts, then $D(t_S)=0$. Equation (1) gives $E=(p-qNt_S)/(\varepsilon_0\varepsilon_F)=1.030$ MV/cm at the same $p$. The donors now count in full and the channel permittivity drops out. With 100 nm of oxide of permittivity 3.9 between channel and back metal, the field is 1.021 MV/cm, already close to this limit.

**Domains.** If each unit carries $\pm P_s$, a mean of 3.05 µC/cm² means that 57 % of the area points to the gate and 43 % away from it. Such a film has stray fields that the average omits. To size them, take equal stripes of width $d$ in a carrier-free stack. The bound interface charge is a square wave with Fourier amplitudes $4P_s/(\pi n)$ for odd $n$ and wavenumbers $k_n=n\pi/d$. Between grounded metals each potential component varies, within each layer, as a hyperbolic sine of the distance from the metal that bounds that layer. The jump of $D$ at the interface then makes its amplitude there equal to the charge amplitude divided by $\varepsilon_0k_n(\varepsilon_F\coth k_nt_F+\varepsilon_S\coth k_nt_S)$. Averaging the sine over one stripe gives a factor $2/(\pi n)$, so the mean field opposing the polarization of a stripe is

$$E_d=\frac{1}{t_F}\sum_{n\ \rm odd}\frac{8P_s}{\pi^2n^2}\,\frac{1}{\varepsilon_0k_n(\varepsilon_F\coth k_nt_F+\varepsilon_S\coth k_nt_S)} .$$

For very wide stripes $\coth k_nt\to1/(k_nt)$, and since $\sum 8/(\pi^2n^2)=1$ the field returns to $P_s/K$. It is 0.32 MV/cm for $d=2$ nm and 1.60 MV/cm for $d=10$ nm. The second value exceeds the mean field of the example. Stripes also disturb the depletion. With the 57/43 division and the donors included, the interface potential above stripes polarized away from the gate turns positive once the period reaches about 8 nm, so electrons would gather there and full depletion would fail locally. At a period of 4 nm it stays about 0.44 V below the neutral value. The averaged treatment, and with it the upper limit $p^*$, therefore needs at least domains much narrower than the ferroelectric is thick. Even then the field beside the interface, at the middle of a stripe, stays near $P_s/[\varepsilon_0(\varepsilon_F+\varepsilon_S)]\approx5.9$ MV/cm. Narrow stripes only confine this field to a depth of about $d/\pi$. The upper limit thus also assumes that each unit extends through the film and responds to the field averaged over its thickness.

## Beside real devices

The 1D geometry fits the region of a thin-film transistor beneath a source or drain metal that lies on the side of the channel opposite the gate, provided the contact leaves the doping unchanged. Without a back gate, the middle of a channel much longer than the layers are thick is nearer to the limit of no back electrode, which raises the field by about 13 % at fixed $p$. If $p$ is instead free to follow the loop, it falls, and the field rises by only about 1 %. The consistent field lies below the breakdown field of such ferroelectric films, roughly 4 MV/cm, whereas the 6.22 MV/cm implied by $P_r$ lies above it. In the consistent state the Fermi level at the interface is still about 2.2 eV above the valence edge, so free holes are negligible in equilibrium.

Another assumption open to doubt is the absence of interface charge. Holding the whole of $P_r$ at zero field with a neutral channel would take $1.25\times10^{14}$ positive elementary charges per cm². The trap density assumed above supplies less than 1 % of that. If a real stack with the parameters of the example and a depleted channel retains much more than about 3 µC/cm² towards the gate, this model's assumptions do not hold there, and positive charge near the interface is one candidate cause. The numerical output lists the main computed values.

## Computed results

```
Thickness ferroelectric, channel: 10, 20 nm
Relative permittivities: 30, 12
Loop P_r, P_s: 20, 22 uC/cm2
Coercive field: 1.00 MV/cm; donors 1.0e+18 cm^-3
Loop width parameter delta: 0.328 MV/cm
Effective permittivity K/eps0: 36.0
K: 3.188 uC/cm2 per MV/cm
Donor sheet charge q N t_S: 0.320 uC/cm2
Donor weight from Poisson solution: 0.4999
Least p for full depletion: 1.122 uC/cm2
Field if P_r survived, no donors: 6.27 MV/cm
Field if P_r survived, with donors: 6.22 MV/cm
Channel drop if P_r survived: 6.22 V; gap 3.1 eV
Channel thickness where P_r gives E_c: 0.61 nm
Gate voltage to hold P_r at zero field: -37.3 V
Mean channel field at that voltage: 18.7 MV/cm
Sheet density that compensates P_r: 1.25e+14 cm^-2
Surviving polarization: 3.055 uC/cm2
Depolarization field: 0.908 MV/cm
Same field without donor term: 0.958 MV/cm
Potential drop in each layer: 0.908 V
Channel field front: 0.605 MV/cm
Channel field back: 0.303 MV/cm
t_S 5 nm: p 4.212, limit 4.821 uC/cm2, E 0.873 MV/cm
t_S 10 nm: p 3.416, limit 3.799 uC/cm2, E 0.897 MV/cm
t_S 20 nm: p 3.055, limit 3.348 uC/cm2, E 0.908 MV/cm
Donor density ending full depletion: 2.72e+18 cm^-3
Thick film: 60 nm, donors 5.0e+18 cm^-3, p 3.0 uC/cm2
Thick film depletion width: 13.76 nm
Thick film field, formula and Poisson: 0.7143, 0.7201 MV/cm
Surviving p with electrons, 300 K: 3.0546 uC/cm2
Surviving p with electrons, 358 K: 3.0544 uC/cm2
E_c lowered by 20 %: p 2.518 uC/cm2, E 0.740 MV/cm
Field with 1 nm dead layer (eps 10): 0.920 MV/cm
Trap charge at 1e12 cm^-2 eV^-1: 0.146 uC/cm2
Field with that trap charge: 0.863 MV/cm
Field with V = -0.5 V: 0.825 MV/cm
Field, 100 nm oxide (eps 3.9) behind channel: 1.021 MV/cm
Limit of no back electrode: 1.030 MV/cm
Fermi level above valence edge at interface: 2.15 eV
Fraction of area polarized toward gate: 0.569
Stray field of 2 nm stripes of P_s: 0.32 MV/cm
Stray field of 10 nm stripes of P_s: 1.60 MV/cm
```
